# Capillary Pressure in a Water-Filled Gap Between Resist Lines: test program

```python
# Result under test: water that wets a long parallel-sided gap has a pressure
# lower than the air by  deficit = 2*gamma*cos(theta)/gap.
# gamma: surface tension; theta: contact angle measured through the water;
# gap: wall separation. For gamma = 0.072 N/m, gap = 20 nm, theta = 0
# the claimed deficit is 7.2 MPa. SI units are used internally.
# The program also sizes cavitation, wetting films and leaning resist walls.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

nm, MPa = 1e-9, 1e6
gamma = 0.072
gap = 20 * nm
line_width, line_height = 20 * nm, 30 * nm
young, poisson = 2e9, 0.35          # rough values for a polymer resist
resist_angle = np.radians(60)       # rough value for water on resist
hamaker = 1e-20                     # rough value, J
curvature_length = 0.1 * nm         # rough size of the Tolman length
temperature = 298.0
water_density = 1000.0              # rough value, kg/m3


def capillary_deficit(width, theta=0.0):
    return 2 * gamma * np.cos(theta) / width


# Minimize surface energy over circular menisci at fixed liquid volume.
# The contact angle is not imposed: only the wall energies are supplied.
def deficit_from_energy(theta):
    def energy(alpha):
        # lengths in units of half the gap; energy in units of gamma
        radius = 1 / np.sin(alpha)
        missing_area = radius**2 * (alpha - np.sin(alpha) * np.cos(alpha))
        wall_height = (10.0 + missing_area) / 2
        return 2 * alpha * radius - 2 * np.cos(theta) * wall_height
    best = minimize_scalar(energy, bounds=(0.01, np.pi / 2),
                           method="bounded", options={"xatol": 1e-9})
    return gamma * np.sin(best.x) / (gap / 2)


deficit = capillary_deficit(gap)
energy_deficit = deficit_from_energy(0.0)
for angle in (0.0, np.radians(30), resist_angle):
    assert np.isclose(deficit_from_energy(angle),
                      capillary_deficit(gap, angle), rtol=1e-5)
assert np.isclose(deficit, 7.2 * MPa, rtol=1e-10)

# Cavitation: locate the maximum of the bubble energy numerically.
absolute_pressure = const.atm - deficit
tension = -absolute_pressure
thermal = const.k * temperature
critical_radius = 2 * gamma / tension
barrier = 16 * np.pi * gamma**3 / (3 * tension**2)


def negative_bubble_energy(radius_nm):
    r = radius_nm * nm
    return -(4 * np.pi * r**2 * gamma
             - 4 * np.pi * r**3 * tension / 3) / thermal


peak = minimize_scalar(negative_bubble_energy, bounds=(1, 60),
                       method="bounded", options={"xatol": 1e-7})
assert np.isclose(peak.x * nm, critical_radius, rtol=1e-5)
assert np.isclose(-peak.fun * thermal, barrier, rtol=1e-8)
assert 2 * critical_radius > gap and barrier > 100 * thermal


# Wetting film: integrate the force balance from the film to mid-gap.
def film_thickness(pressure):
    return (hamaker / (6 * np.pi * pressure))**(1 / 3)


def film_force_residual(pressure):
    force, _ = quad(lambda z: pressure - hamaker / (6 * np.pi * z**3),
                    film_thickness(pressure), gap / 2, epsabs=0, limit=200)
    return force - gamma


film_deficit = brentq(film_force_residual, 0.5 * deficit, 2 * deficit)
film = film_thickness(film_deficit)
film_formula = 2 * gamma / (gap - 3 * film)
assert np.isclose(film_deficit, film_formula, rtol=1e-3)

# Leaning of one resist line, per unit length along the line.
plane_modulus = young / (1 - poisson**2)
shear_modulus = young / (2 * (1 + poisson))
inertia = line_width**3 / 12
bending = deficit * line_height**4 / (8 * plane_modulus * inertia)
shear = deficit * line_height**2 / (2 * (5 / 6) * shear_modulus * line_width)
edge_pull = (gamma * line_width * line_height**2
             / (4 * plane_modulus * inertia))


# Plane-strain finite elements, clamped base, square four-node elements.
def finite_element_lean(pressure, pull):
    cell = 1 * nm
    nx, ny = round(line_width / cell), round(line_height / cell)
    elastic = young / ((1 + poisson) * (1 - 2 * poisson)) * np.array([
        [1 - poisson, poisson, 0],
        [poisson, 1 - poisson, 0],
        [0, 0, (1 - 2 * poisson) / 2]])
    corner_x = np.array([-1, 1, 1, -1])
    corner_y = np.array([-1, -1, 1, 1])
    element = np.zeros((8, 8))
    for x in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for y in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            dx = corner_x * (1 + corner_y * y) / 4 * 2 / cell
            dy = corner_y * (1 + corner_x * x) / 4 * 2 / cell
            strain = np.zeros((3, 8))
            strain[0, 0::2] = dx
            strain[1, 1::2] = dy
            strain[2, 0::2] = dy
            strain[2, 1::2] = dx
            element += strain.T @ elastic @ strain * cell**2 / 4
    rows, cols, values = [], [], []
    for j in range(ny):
        for i in range(nx):
            first = j * (nx + 1) + i
            nodes = np.array([first, first + 1, first + nx + 2,
                              first + nx + 1])
            dof = np.column_stack((2 * nodes, 2 * nodes + 1)).ravel()
            rows.extend(np.repeat(dof, 8))
            cols.extend(np.tile(dof, 8))
            values.extend(element.ravel())
    size = 2 * (nx + 1) * (ny + 1)
    stiffness = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsr()
    load = np.zeros(size)
    for j in range(ny + 1):
        weight = 0.5 if j in (0, ny) else 1.0
        load[2 * (j * (nx + 1) + nx)] += pressure * cell * weight
    load[2 * (ny * (nx + 1) + nx) + 1] -= pull
    free = np.arange(2 * (nx + 1), size)
    shift = np.zeros(size)
    shift[free] = spsolve(stiffness[free][:, free].tocsc(), load[free])
    top = shift[2 * ny * (nx + 1)::2]
    return (top.sum() - 0.5 * (top[0] + top[-1])) / nx


fem_pressure = finite_element_lean(deficit, 0.0)
fem_pull = finite_element_lean(0.0, gamma)
assert np.isclose(bending + shear, fem_pressure, rtol=0.10)
assert np.isclose(edge_pull, fem_pull, rtol=0.15)

# Feedback: leaning narrows the top gap, which raises the deficit.
lean = 0.0
for _ in range(200):
    raised_deficit = capillary_deficit(gap - 2 * lean)
    lean = edge_pull + (bending + shear) * raised_deficit / deficit
roots = np.roots([2, -(gap + 2 * edge_pull) / nm,
                  gap * (edge_pull + bending + shear) / nm**2])
assert np.all(np.isreal(roots))
assert np.isclose(lean / nm, min(roots.real), rtol=1e-8)
raised_deficit = capillary_deficit(gap - 2 * lean)
hydrostatic = water_density * const.g * line_height


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Surface tension", gamma, "N/m")
show("Gap width", gap / nm, "nm")
show("Meniscus radius", gap / 2 / nm, "nm")
show("Capillary pressure deficit, formula", deficit / MPa, "MPa")
show("Capillary pressure deficit, energy minimum", energy_deficit / MPa, "MPa")
show("Same deficit in atmospheres", deficit / const.atm, "atm", 3)
show("Air pressure", const.atm / MPa, "MPa")
show("Absolute water pressure", absolute_pressure / MPa, "MPa")
show("Temperature", temperature, "K")
show("Critical bubble radius", critical_radius / nm, "nm", 3)
show("Bubble barrier / thermal energy", barrier / thermal, "(no unit)", 2)
show("Rough resist contact angle", np.degrees(resist_angle), "degrees")
show("Deficit at that contact angle",
     capillary_deficit(gap, resist_angle) / MPa, "MPa")
show("Rough Hamaker constant", hamaker, "J")
show("Wetting film thickness", film / nm, "nm", 2)
show("Deficit with wetting film, quadrature", film_deficit / MPa, "MPa", 3)
show("Deficit with wetting film, formula", film_formula / MPa, "MPa", 3)
show("Deficit rise from film", 100 * (film_deficit / deficit - 1), "%", 2)
show("Resist line width", line_width / nm, "nm")
show("Resist line height", line_height / nm, "nm")
show("Rough Young modulus", young / 1e9, "GPa")
show("Rough Poisson ratio", poisson, "(no unit)")
show("Plane-strain modulus", plane_modulus / 1e9, "GPa", 3)
show("Shear modulus", shear_modulus / 1e9, "GPa", 3)
show("Tip shift from bending", bending / nm, "nm", 3)
show("Tip shift from shear", shear / nm, "nm", 3)
show("Pressure tip shift, beam sum", (bending + shear) / nm, "nm", 3)
show("Pressure tip shift, finite elements", fem_pressure / nm, "nm", 3)
show("Contact-line tip shift, beam", edge_pull / nm, "nm", 3)
show("Contact-line tip shift, finite elements", fem_pull / nm, "nm", 3)
show("Total tip shift before feedback",
     (bending + shear + edge_pull) / nm, "nm", 3)
show("Total tip shift with feedback", lean / nm, "nm", 3)
show("Narrowed top gap", (gap - 2 * lean) / nm, "nm", 3)
show("Deficit with leaning walls", raised_deficit / MPa, "MPa", 3)
show("Deficit rise from leaning", 100 * (raised_deficit / deficit - 1), "%", 2)
show("Rough curvature length", curvature_length / nm, "nm")
show("Size of curvature effect on surface tension",
     100 * curvature_length / (gap / 2), "%", 1)
show("Hydrostatic pressure over line height", hydrostatic / MPa, "MPa", 2)
print("success")
```

Printed output:

```
Surface tension: 0.072 N/m
Gap width: 20 nm
Meniscus radius: 10 nm
Capillary pressure deficit, formula: 7.2 MPa
Capillary pressure deficit, energy minimum: 7.2 MPa
Same deficit in atmospheres: 71.1 atm
Air pressure: 0.1013 MPa
Absolute water pressure: -7.099 MPa
Temperature: 298 K
Critical bubble radius: 20.3 nm
Bubble barrier / thermal energy: 3e+04 (no unit)
Rough resist contact angle: 60 degrees
Deficit at that contact angle: 3.6 MPa
Rough Hamaker constant: 1e-20 J
Wetting film thickness: 0.41 nm
Deficit with wetting film, quadrature: 7.67 MPa
Deficit with wetting film, formula: 7.67 MPa
Deficit rise from film: 6.6 %
Resist line width: 20 nm
Resist line height: 30 nm
Rough Young modulus: 2 GPa
Rough Poisson ratio: 0.35 (no unit)
Plane-strain modulus: 2.28 GPa
Shear modulus: 0.741 GPa
Tip shift from bending: 0.48 nm
Tip shift from shear: 0.262 nm
Pressure tip shift, beam sum: 0.742 nm
Pressure tip shift, finite elements: 0.746 nm
Contact-line tip shift, beam: 0.213 nm
Contact-line tip shift, finite elements: 0.221 nm
Total tip shift before feedback: 0.955 nm
Total tip shift with feedback: 1.04 nm
Narrowed top gap: 17.9 nm
Deficit with leaning walls: 8.04 MPa
Deficit rise from leaning: 12 %
Rough curvature length: 0.1 nm
Size of curvature effect on surface tension: 1 %
Hydrostatic pressure over line height: 2.9e-10 MPa
success
```
